# In-plane phonon heat conduction in a film with partly specular walls: verification in Python

```python
"""
Result under test: in-plane heat conduction in a gray film with partly
specular walls,
  k/k0 = 1 - 3/(2 D) * integral_0^1 (mu - mu^3) (1 - exp(-s)) A(s) dmu,
  A(s) = (1 - p) / (1 - p exp(-s)),   s = D/mu.
D  = film thickness / bulk mean free path
mu = |cosine| of the angle between phonon velocity and film normal
s  = slant optical depth of one crossing, p = specular fraction at each wall
k0 = C v Lambda / 3, the bulk conductivity.
Lengths in the tests are in mean free paths, times in relaxation times.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn


def wall_factor(s, p):
    return (1 - p) / (1 - p * np.exp(-s))


def film_ratio(depth, specularity):
    """k/k0 from the derived formula; specularity is a number or p(mu)."""
    def integrand(y):                      # mu = exp(-y) resolves grazing rays
        mu = np.exp(-y)
        s = depth / mu
        p = specularity(mu) if callable(specularity) else specularity
        return mu * (1 - mu**2) * wall_factor(s, p) * (-np.expm1(-s)) / s
    value = quad(integrand, 0, 35, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    return 1 - 1.5 * value


def diffuse_ratio(depth):
    """Diffuse film through exponential integrals."""
    return 1 - 3 / (8 * depth) + 1.5 / depth * (expn(3, depth) - expn(5, depth))


def bounce_solution(s, p, cells=400, crossings=120):
    """Finite-difference transport, repeated crossings until stationary."""
    h = s / cells
    entering = np.zeros_like(s)
    for _ in range(crossings):
        profile = [entering]
        for _ in range(cells):
            profile.append(((1 - h / 2) * profile[-1] + h) / (1 + h / 2))
        entering = p * profile[-1]
    profile = np.array(profile)
    mean = (profile[:-1] + profile[1:]).sum(axis=0) / (2 * cells)
    return profile[0], mean


def random_walk_ratio(depth, p, rng, walkers=150000):
    """k/k0 from diffusion of phonons that are never removed at a wall."""
    z = depth * rng.random(walkers)
    uz = rng.uniform(-1, 1, walkers)
    ux = np.sqrt(1 - uz**2) * np.cos(2 * np.pi * rng.random(walkers))
    x = np.zeros(walkers)
    squares = []
    early, window = 4.0, 20.0
    for duration in (early, window):
        left = np.full(walkers, duration)
        while np.any(left > 0):
            flight = rng.exponential(size=walkers)
            to_wall = np.where(uz > 0, depth - z, z) / np.abs(uz)
            step = np.minimum(np.minimum(flight, to_wall), left)
            hit = to_wall < np.minimum(flight, left)
            scatter = flight < np.minimum(to_wall, left)
            x += ux * step
            z = np.clip(z + uz * step, 0, depth)
            z = np.where(hit, np.where(uz > 0, depth, 0.0), z)
            left -= step
            mirror = hit & (rng.random(walkers) < p)
            rough = hit & ~mirror
            draw = rng.random(walkers)
            new_uz = np.where(rough, -np.sign(uz) * np.sqrt(draw), 2 * draw - 1)
            new_ux = np.sqrt(1 - new_uz**2) * np.cos(
                2 * np.pi * rng.random(walkers))
            fresh = rough | scatter
            uz = np.where(fresh, new_uz, np.where(mirror, -uz, uz))
            ux = np.where(fresh, new_ux, ux)
        squares.append(x**2)
    sample = 3 * (squares[1] - squares[0]) / (2 * window)
    return sample.mean(), sample.std() / np.sqrt(walkers)


# ---- Example inputs: rough typical values for a silicon device layer ----
k_bulk = 150.0             # W/(m K)
heat_capacity = 0.9e6      # J/(m^3 K), acoustic branches
speed = 1800.0             # m/s, mean group speed
thickness = 100.0          # nm
length = 10000.0           # nm
temperature = 300.0        # K
p_wall = 0.4
wavelength = 1.5           # nm, typical heat carrier
cutoff_energy = 0.05       # eV, top of the acoustic spectrum
lattice = 0.543            # nm, cubic cell edge
hot = 400.0                # K
gradient = 1.0             # K per micrometre

mfp = 3 * k_bulk / (heat_capacity * speed) * 1e9
depth = thickness / mfp
ratio = film_ratio(depth, p_wall)
ratio_diffuse = film_ratio(depth, 0.0)
ratio_naive = 1 - (1 - p_wall) * (1 - ratio_diffuse)
k_film = ratio * k_bulk

# ---- Test: transport along single rays ----
s_test = np.array([0.2, 0.5, 2.0, 5.0])
p_test = np.array([0.9, 0.4, 0.4, 0.7])
entry, mean = bounce_solution(s_test, p_test)
A_test = wall_factor(s_test, p_test)
ray_error = max(np.max(np.abs(1 - entry - A_test)),
                np.max(np.abs(mean - 1 + A_test * (1 - np.exp(-s_test)) / s_test)))
assert ray_error < 2e-5    # second-order grid error

# ---- Test: full random walk, five standard errors allowed ----
rng = np.random.default_rng(12345)
walk, walk_error = random_walk_ratio(depth, p_wall, rng)
assert abs(walk - ratio) < 5 * walk_error
assert abs(walk - ratio_naive) > 5 * walk_error
p_smooth = 0.8
smooth = film_ratio(depth, p_smooth)
walk_smooth, error_smooth = random_walk_ratio(depth, p_smooth, rng)
assert abs(walk_smooth - smooth) < 5 * error_smooth

# ---- Test: diffuse closed form, crossing sum, bounds and limits ----
assert abs(ratio_diffuse - diffuse_ratio(depth)) < 1e-8
n = np.arange(1, 201)
chain_weight = n * (1 - p_wall)**2 * p_wall**(n - 1.0)
chain_sum = np.sum(chain_weight * diffuse_ratio(n * depth))
assert abs(chain_sum - ratio) < 1e-8
assert ratio_diffuse < ratio < ratio_naive
thick = 20.0
assert abs(film_ratio(thick, p_wall) - 1 + 3 * (1 - p_wall) / (8 * thick)) < 1e-8
thin, p_half = 1e-4, 0.5
log_sum = np.sum((1 - p_half)**2 * n**2 * p_half**(n - 1.0) * np.log(n))
thin_law = 0.75 * thin * ((1 + p_half) / (1 - p_half)
                          * (1 - np.euler_gamma - np.log(thin)) - log_sum)
thin_value = film_ratio(thin, p_half)
assert abs(thin_value / thin_law - 1) < 1e-3   # next term is of order thin

# ---- Neglected effects, sized for the example ----
a = brentq(lambda q: -np.expm1(-q) / q - p_wall, 1e-3, 50)
roughness = np.sqrt(a) * wavelength / (4 * np.pi)
flux_mean = quad(lambda m: 2 * m * np.exp(-a * m**2), 0, 1)[0]
assert abs(flux_mean - p_wall) < 1e-8
ratio_angle = film_ratio(depth, lambda m: np.exp(-a * m**2))

nodes, weights = np.polynomial.legendre.leggauss(40)
u, du = (nodes + 1) / 2, weights / 2           # frequency / cutoff
kT = const.k * temperature / const.e
half = cutoff_energy * u / (2 * kT)
mode_heat = (half / np.sinh(half))**2
shortest = mfp * np.sum(du * u**2 * mode_heat) / np.sum(du * mode_heat)
share = du * mode_heat / np.sum(du * mode_heat)
ratio_spectrum = sum(w * film_ratio(thickness * f**2 / shortest, p_wall)
                     for w, f in zip(share, u))
debye_wavelength = 2 * np.pi / (6 * np.pi**2 * 4 / lattice**3)**(1 / 3)


def coloured_wall(f):
    b = (4 * np.pi * roughness * f / debye_wavelength)**2
    return lambda m: np.exp(-b * m**2)


ratio_colour = sum(w * film_ratio(thickness * f**2 / shortest, coloured_wall(f))
                   for w, f in zip(share, u))
cooling = temperature / hot                    # free path taken as 1/T
k_hot = k_bulk * cooling * film_ratio(depth / cooling, p_wall)
k_short = k_film / (1 + 4 * ratio * mfp / (3 * length))
radiation = 8 * const.sigma * temperature**3   # two black faces
decay = np.sqrt(k_film * thickness * 1e-9 / radiation) * 1e6

# ---- Output ----
print(f"bulk conductivity (rough input): {k_bulk:.0f} W/(m K)")
print(f"acoustic heat capacity (rough input): {heat_capacity:.2e} J/(m^3 K)")
print(f"mean group speed (rough input): {speed:.0f} m/s")
print(f"film thickness: {thickness:.0f} nm; length: {length:.0f} nm")
print(f"temperature: {temperature:.0f} K; specularity p: {p_wall:.2f}")
print(f"gray mean free path: {mfp:.1f} nm")
print(f"normal optical depth D: {depth:.4f}")
for m in (0.2, 0.5, 1.0):
    s = depth / m
    base = (m - m**3) * (1 - np.exp(-s))
    A = wall_factor(s, p_wall)
    print(f"ray mu={m:.1f}: s={s:.4f}, A={A:.4f}, "
          f"diffuse integrand={base:.4f}, corrected={base * A:.4f}")
print(f"k/k0, derived formula: {ratio:.4f}")
print(f"k/k0, diffuse walls: {ratio_diffuse:.4f}")
print(f"k/k0, naive factor 1-p: {ratio_naive:.4f}")
print(f"film conductivity: {k_film:.2f} W/(m K)")
print(f"film conductivity, converted: {k_film / const.e * 1e-22:.5f} eV/(ps A K)")
print(f"diffuse-wall conductivity: {ratio_diffuse * k_bulk:.2f} W/(m K)")
print(f"naive-factor conductivity: {ratio_naive * k_bulk:.2f} W/(m K)")
print(f"largest single-ray error of formula against grid: {ray_error:.1e}")
print(f"random walk k/k0: {walk:.4f} +- {walk_error:.4f} (one std error)")
print(f"p={p_smooth:.1f}: formula {smooth:.4f}, random walk "
      f"{walk_smooth:.4f} +- {error_smooth:.4f}")
print(f"crossing-sum k/k0: {chain_sum:.4f}")
print("crossing-sum weights n=1,2,3: "
      + ", ".join(f"{w:.4f}" for w in chain_weight[:3]))
print(f"thin test D={thin:.0e}, p={p_half:.1f}: formula {thin_value:.6f}, "
      f"limit law {thin_law:.6f}")
print("Neglected effects, conductivities in W/(m K):")
print(f"carrier wavelength (rough input): {wavelength:.1f} nm")
print(f"rms roughness giving the same flux-mean p: {roughness:.3f} nm")
print(f"angle-dependent specularity: {ratio_angle * k_bulk:.2f} W/(m K)")
print(f"acoustic cutoff (rough input): {cutoff_energy:.3f} eV; kT: {kT:.5f} eV")
print(f"shortest free path in spectral model: {shortest:.1f} nm")
print(f"spread of free paths, fixed p: {ratio_spectrum * k_bulk:.2f} W/(m K)")
print(f"lattice constant (input): {lattice:.3f} nm; "
      f"Debye wavelength: {debye_wavelength:.3f} nm")
print(f"spread plus wavelength- and angle-dependent p: "
      f"{ratio_colour * k_bulk:.2f} W/(m K)")
print(f"gray film at {hot:.0f} K, free path as 1/T: {k_hot:.2f} W/(m K)")
print(f"finite length, ballistic-end estimate: {k_short:.2f} W/(m K)")
print(f"carrier wavelength / thickness: {wavelength / thickness:.4f}")
print(f"temperature change over one free path at {gradient:.0f} K/um: "
      f"{gradient * mfp / 1000:.3f} K")
print(f"radiative decay length, black faces: {decay:.0f} um")
print("done: every assertion held")
```

Printed output:

```
bulk conductivity (rough input): 150 W/(m K)
acoustic heat capacity (rough input): 9.00e+05 J/(m^3 K)
mean group speed (rough input): 1800 m/s
film thickness: 100 nm; length: 10000 nm
temperature: 300 K; specularity p: 0.40
gray mean free path: 277.8 nm
normal optical depth D: 0.3600
ray mu=0.2: s=1.8000, A=0.6425, diffuse integrand=0.1603, corrected=0.1030
ray mu=0.5: s=0.7200, A=0.7451, diffuse integrand=0.1925, corrected=0.1434
ray mu=1.0: s=0.3600, A=0.8323, diffuse integrand=0.0000, corrected=0.0000
k/k0, derived formula: 0.5985
k/k0, diffuse walls: 0.4458
k/k0, naive factor 1-p: 0.6675
film conductivity: 89.77 W/(m K)
film conductivity, converted: 0.05603 eV/(ps A K)
diffuse-wall conductivity: 66.87 W/(m K)
naive-factor conductivity: 100.12 W/(m K)
largest single-ray error of formula against grid: 1.5e-07
random walk k/k0: 0.5999 +- 0.0025 (one std error)
p=0.8: formula 0.8264, random walk 0.8254 +- 0.0034
crossing-sum k/k0: 0.5985
crossing-sum weights n=1,2,3: 0.3600, 0.2880, 0.1728
thin test D=1e-04, p=0.5: formula 0.001876, limit law 0.001876
Neglected effects, conductivities in W/(m K):
carrier wavelength (rough input): 1.5 nm
rms roughness giving the same flux-mean p: 0.178 nm
angle-dependent specularity: 108.76 W/(m K)
acoustic cutoff (rough input): 0.050 eV; kT: 0.02585 eV
shortest free path in spectral model: 85.3 nm
spread of free paths, fixed p: 70.61 W/(m K)
lattice constant (input): 0.543 nm; Debye wavelength: 0.551 nm
spread plus wavelength- and angle-dependent p: 96.10 W/(m K)
gray film at 400 K, free path as 1/T: 74.27 W/(m K)
finite length, ballistic-end estimate: 87.83 W/(m K)
carrier wavelength / thickness: 0.0150
temperature change over one free path at 1 K/um: 0.278 K
radiative decay length, black faces: 856 um
done: every assertion held
```
